# Delta Kick of a PAW Model Atom and the Thomas-Reiche-Kuhn Sum: verification in Python

```python
"""
Delta kick exp(i k x) of a one-dimensional PAW atom, in atomic units.
Result under test: with smooth partial waves complete inside |x| < rc,
    O_paw = O + sum_ij |p_i> (<phi_i|O|phi_j> - <phit_i|O|phit_j>) <p_j|
equals T^+ O T; the kicked state is S^-1 K_paw psi, and its dipole spectrum
integrates to F = 2 <v|H - E0 S|v>, v = S^-1 X psi, which is 1 up to
    F - 1 = 4 <g|psi0'> + 2 <g|H - E0|g>,   g = x psi0 - T v.
phi: all-electron partial waves, phit: smooth partners, p: projectors,
T: PAW transformation, S: PAW overlap, psi0: ground state of energy E0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, solve
from scipy.special import eval_legendre

soft, rc, wall = 0.2, 1.0, 15.0
hartree_ev = physical_constants["Hartree energy in eV"][0]


def potential(x):
    return -1.0 / np.sqrt(x**2 + soft**2)


def potential_slope(x):
    return x / (x**2 + soft**2) ** 1.5


# ---- Independent all-electron reference: sine grid in the same box ----
n_ref = 999
j = np.arange(1, n_ref + 1)
x_ref = -wall + 2 * wall * j / (n_ref + 1)
sines = np.sqrt(2 / (n_ref + 1)) * np.sin(np.pi * np.outer(j, j) / (n_ref + 1))
h_ref = (sines * (0.5 * (j * np.pi / (2 * wall)) ** 2)) @ sines.T
h_ref += np.diag(potential(x_ref))
e_ref, states_ref = np.linalg.eigh(h_ref)
ground_ref = states_ref[:, 0]
omega_ref = e_ref[1:] - e_ref[0]
f_ref = 2 * omega_ref * (states_ref[:, 1:].T @ (x_ref * ground_ref)) ** 2
assert abs(f_ref.sum() - 1) < 1e-3

# ---- Smooth basis: continuous piecewise polynomials ----
outer = np.linspace(rc, wall, 11)
edges = np.concatenate([-outer[::-1], outer])
n_elem = len(edges) - 1
centre = n_elem // 2
xs, ws, ts, elems = [], [], [], []
for e in range(n_elem):
    t, wt = np.polynomial.legendre.leggauss(80 if e == centre else 20)
    half = 0.5 * (edges[e + 1] - edges[e])
    xs.append(0.5 * (edges[e + 1] + edges[e]) + half * t)
    ws.append(half * wt)
    ts.append(t)
    elems.append(np.full(len(t), e))
x, w, t_loc, elem = (np.concatenate(q) for q in (xs, ws, ts, elems))
width = np.diff(edges)
columns, slopes = [], []
for node in range(1, n_elem):
    hat = np.zeros(n_elem + 1)
    hat[node] = 1.0
    columns.append(np.interp(x, edges, hat))
    slopes.append((np.diff(hat) / width)[elem])
for e in range(n_elem):
    inside = elem == e
    for n in range(2, 8 if e == centre else 9):
        bubble = eval_legendre(n, t_loc) - eval_legendre(n - 2, t_loc)
        slope = (2 * n - 1) * eval_legendre(n - 1, t_loc) * 2 / width[e]
        columns.append(np.where(inside, bubble, 0.0))
        slopes.append(np.where(inside, slope, 0.0))
B, dB = np.array(columns).T, np.array(slopes).T
n_basis = B.shape[1]

# ---- Partial waves and their smooth partners ----
mid = elem == centre
xc, wc = x[mid], w[mid]
positive = xc[xc > 0]
wave_energies = [[e_ref[0], 1.0, 6.0, 15.0], [e_ref[1], 2.0, 8.0, 18.0]]
phi, dphi, phit, dphit = [], [], [], []
for parity in (0, 1):
    powers = parity + 2 * np.arange(4)
    for energy in wave_energies[parity]:
        sol = solve_ivp(
            lambda s, y: [y[1], 2 * (potential(s) - energy) * y[0]],
            (0, rc), [1.0 - parity, float(parity)], method="DOP853",
            t_eval=np.append(positive, rc), rtol=1e-11, atol=1e-13,
            max_step=0.02)
        u, du = sol.y
        sign = (-1) ** parity
        phi.append(np.concatenate([sign * u[:-1][::-1], u[:-1]]))
        dphi.append(np.concatenate([-sign * du[:-1][::-1], du[:-1]]))
        q = 2 * (potential(rc) - energy)
        jet = [u[-1], du[-1], q * u[-1],
               q * du[-1] + 2 * potential_slope(rc) * u[-1]]
        rows = [[np.polyder(np.poly1d([1.0] + [0.0] * int(n)), d)(rc)
                 if d else rc**n for n in powers] for d in range(4)]
        coeff = np.zeros(8)
        coeff[powers] = np.linalg.solve(np.array(rows, float), jet)
        poly = np.polynomial.Polynomial(coeff)
        phit.append(poly(xc))
        dphit.append(poly.deriv()(xc))
phi, dphi, phit, dphit = (np.array(q).T for q in (phi, dphi, phit, dphit))


def projections(waves):
    """<p_i|basis function> for projectors dual to the given smooth waves."""
    root = np.sqrt(wc)[:, None]
    return np.linalg.pinv(root * waves, rcond=1e-14) @ (root * B[mid])


C = projections(phit)
completeness_error = np.abs(phit @ C - B[mid]).max()
assert completeness_error < 1e-8


def gram(functions, weights):
    return functions.T @ (weights[:, None] * functions)


def one_centre(operator, operator_smooth=None):
    """Matrix of a multiplicative operator in the three-term PAW form."""
    if operator_smooth is None:
        operator_smooth = operator
    delta = (gram(phi, wc * operator[mid])
             - gram(phit, wc * operator_smooth[mid]))
    return gram(B, w * operator_smooth) + C.T @ delta @ C


one = np.ones_like(x)
v_true = potential(x)
v_smooth = np.where(mid, potential(rc)
                    + potential_slope(rc) * (x**2 - rc**2) / (2 * rc), v_true)
S = one_centre(one)
X = one_centre(x)
H = one_centre(v_true, v_smooth) + 0.5 * gram(dB, w)
H = H + 0.5 * C.T @ (gram(dphi, wc) - gram(dphit, wc)) @ C
S, X, H = (0.5 * (m + m.T) for m in (S, X, H))

# ---- Three-term form against explicitly transformed functions ----
TB, dTB = B.copy(), dB.copy()
TB[mid] += (phi - phit) @ C
dTB[mid] += (dphi - dphit) @ C
H_direct = 0.5 * gram(dTB, w) + gram(TB, w * v_true)
k_big = 1.0
K_big = one_centre(np.exp(1j * k_big * x))
pairs = [(S, gram(TB, w)), (X, gram(TB, w * x)), (H, H_direct),
         (K_big, gram(TB, w * np.exp(1j * k_big * x)))]
identity_error = max(np.abs(p - d).max() / np.abs(d).max() for p, d in pairs)
assert identity_error < 1e-7

# The same comparison with half of the partial waves must fail.
keep = [0, 1, 4, 5]
C_few = projections(phit[:, keep])
S_few = gram(B, w) + C_few.T @ (gram(phi[:, keep], wc)
                                - gram(phit[:, keep], wc)) @ C_few
TB_few = B.copy()
TB_few[mid] += (phi - phit)[:, keep] @ C_few
incomplete_error = np.abs(S_few - gram(TB_few, w)).max()
assert incomplete_error > 1e-3

# ---- Stationary states ----
e_paw, states = eigh(H, S)
c0, E0 = states[:, 0], e_paw[0]
f_paw = 2 * (e_paw[1:] - E0) * (states[:, 1:].T @ X @ c0) ** 2
S_smooth, X_smooth = gram(B, w), gram(B, w * x)
e_plain = eigh(0.5 * gram(dB, w) + gram(B, w * v_true), S_smooth,
               eigvals_only=True)[0]
assert np.abs(e_paw[:2] - e_ref[:2]).max() < 1e-4
assert abs(e_plain - e_ref[0]) > 10 * abs(E0 - e_ref[0])
assert abs(f_paw[0] - f_ref[0]) < 1e-3

# ---- The kick operator against the all-electron form factor ----
form_paw = (c0 @ K_big @ c0).real
form_ref = np.sum(ground_ref**2 * np.cos(k_big * x_ref))
form_smooth = c0 @ gram(B, w * np.cos(k_big * x)) @ c0
pseudo_norm = c0 @ S_smooth @ c0
assert abs(form_paw - form_ref) < 1e-4

# ---- Sum rule, its deviation, and the norm lost by projection ----
v = solve(S, X @ c0, assume_a="pos")
A = H - E0 * S
F = 2 * v @ A @ v
psi0, dpsi0 = TB @ c0, dTB @ c0
g = x * psi0 - TB @ v
dg = psi0 + x * dpsi0 - dTB @ v
deviation = (4 * np.sum(w * g * dpsi0) + np.sum(w * dg**2)
             + 2 * np.sum(w * (v_true - E0) * g**2))
assert abs(F - 1) < 0.02
assert abs((F - 1) - deviation) < 3e-5 + 0.05 * abs(deviation)
g_norm2 = np.sum(w * g**2)
k_mid = 0.05
c_mid = solve(S, one_centre(np.exp(1j * k_mid * x)) @ c0)
norm_loss = 1 - (c_mid.conj() @ S @ c_mid).real
assert abs(norm_loss - k_mid**2 * g_norm2) < 0.05 * k_mid**2 * g_norm2 + 1e-9
F_dropped = 2 * v @ A @ solve(S, X_smooth @ c0, assume_a="pos")
F_multiplied = 2 * v @ A @ solve(S_smooth, X_smooth @ c0, assume_a="pos")
assert abs(F_dropped - 1) > abs(F - 1)

# ---- Kick and propagate ----
k, dt, n_steps, sigma = 0.001, 0.01, 20000, 0.025
c = solve(S, one_centre(np.exp(1j * k * x)) @ c0)
norm_start = (c.conj() @ S @ c).real
U = solve(S + 0.5j * dt * H, S - 0.5j * dt * H)
path = np.empty((n_steps + 1, n_basis), complex)
path[0] = c
for step in range(n_steps):
    path[step + 1] = U @ path[step]
norm_drift = abs((path[-1].conj() @ S @ path[-1]).real - norm_start)
assert norm_drift < 1e-8
dipole = np.sum(path.conj() * (path @ X), axis=1).real
velocity = dipole[1] / (k * dt)
assert abs(velocity - 1) < 0.02

# ---- Spectrum with a Gaussian window ----
time = dt * np.arange(n_steps + 1)
signal = dipole * np.exp(-0.5 * (sigma * time) ** 2) * dt
signal[0] *= 0.5
signal[-1] *= 0.5
d_omega = 0.02
omega = d_omega * np.arange(5001)
spectrum = np.array([2 * q / (np.pi * k) * np.dot(signal, np.sin(q * time))
                     for q in omega])


def strength_below(limit):
    return d_omega * spectrum[omega <= limit].sum()


low = omega[omega <= 3.0]
expected = np.zeros_like(low)
for line, f in zip(omega_ref, f_ref):
    if line < 6.0:
        bells = (np.exp(-0.5 * ((low - line) / sigma) ** 2)
                 - np.exp(-0.5 * ((low + line) / sigma) ** 2))
        expected += f * low / line * bells / (sigma * np.sqrt(2 * np.pi))
spectrum_error = np.abs(spectrum[:len(low)] - expected).max() / expected.max()
assert spectrum_error < 0.02
# The next dipole-allowed line belongs to the second odd state.
middle = 0.5 * (omega_ref[0] + omega_ref[2])
f_first = strength_below(middle)
total = strength_below(omega[-1])
assert abs(f_first - f_ref[0]) < 0.01
assert abs(total - 1) < 0.02
assert abs(strength_below(10.0) - f_ref[omega_ref < 10.0].sum()) < 0.03

# ---- Report ----
print(f"softening length a: {soft:.2f} bohr")
print(f"augmentation radius: {rc:.2f} bohr; walls at +-{wall:.1f} bohr")
print(f"basis functions: {n_basis}; partial waves: {phi.shape[1]}")
print("even partial-wave energies:",
      " ".join(f"{q:.4f}" for q in wave_energies[0]), "hartree")
print("odd partial-wave energies:",
      " ".join(f"{q:.4f}" for q in wave_energies[1]), "hartree")
print(f"completeness error inside region: {completeness_error:.1e}")
print(f"one-centre form vs T+OT, relative error: {identity_error:.1e}")
print(f"overlap mismatch with 4 of 8 waves: {incomplete_error:.3g}")
print(f"E0 PAW: {E0:.6f} hartree")
print(f"E0 all-electron: {e_ref[0]:.6f} hartree")
print(f"E0 same basis without augmentation: {e_plain:.6f} hartree")
print(f"E1 PAW: {e_paw[1]:.6f} hartree")
print(f"E1 all-electron: {e_ref[1]:.6f} hartree")
print(f"norm of smooth ground state alone: {pseudo_norm:.5f}")
print(f"form factor at k = {k_big:.1f} /bohr, PAW: {form_paw:.6f}")
print(f"form factor, all-electron: {form_ref:.6f}")
print(f"form factor, smooth part only: {form_smooth:.6f}")
print(f"squared norm of missing part g: {g_norm2:.3e} bohr^2")
print(f"norm loss at k = {k_mid:.2f} /bohr: {norm_loss:.3e}")
print(f"predicted norm loss k^2 |g|^2: {k_mid**2 * g_norm2:.3e}")
print(f"matrix sum F: {F:.6f}")
print(f"F - 1: {F - 1:.3e}; from deviation formula: {deviation:.3e}")
print(f"sum, generator without one-centre part: {F_dropped:.5f}")
print(f"sum, smooth function multiplied by x: {F_multiplied:.5f}")
print(f"kick k: {k:.4f} /bohr; time step: {dt:.3f} a.u.")
print(f"total time: {time[-1]:.1f} a.u.; window width: {sigma:.3f} hartree")
print(f"norm drift in propagation: {norm_drift:.1e}")
print(f"initial velocity divided by k: {velocity:.5f} a.u.")
print(f"first line, PAW: {e_paw[1] - E0:.5f} hartree"
      f" = {(e_paw[1] - E0) * hartree_ev:.3f} eV")
print(f"first-line strength, all-electron: {f_ref[0]:.5f}")
print(f"first-line strength, PAW states: {f_paw[0]:.5f}")
print(f"first-line strength, propagated: {f_first:.5f}")
print(f"largest spectrum error / highest peak: {spectrum_error:.2e}")
print(f"ionization threshold: {-E0:.4f} hartree")
print(f"strength below 10 hartree, propagated: {strength_below(10.0):.5f}")
print(f"strength below {omega[-1]:.0f} hartree, propagated: {total:.5f}")
print(f"all-electron sum of strengths: {f_ref.sum():.6f}")
print("all tests passed")
```

Running it gives:

```
softening length a: 0.20 bohr
augmentation radius: 1.00 bohr; walls at +-15.0 bohr
basis functions: 166; partial waves: 8
even partial-wave energies: -2.3552 1.0000 6.0000 15.0000 hartree
odd partial-wave energies: -0.4397 2.0000 8.0000 18.0000 hartree
completeness error inside region: 4.1e-14
one-centre form vs T+OT, relative error: 9.6e-16
overlap mismatch with 4 of 8 waves: 0.0603
E0 PAW: -2.355151 hartree
E0 all-electron: -2.355151 hartree
E0 same basis without augmentation: -2.347350 hartree
E1 PAW: -0.439694 hartree
E1 all-electron: -0.439694 hartree
norm of smooth ground state alone: 0.75999
form factor at k = 1.0 /bohr, PAW: 0.897908
form factor, all-electron: 0.897908
form factor, smooth part only: 0.664801
squared norm of missing part g: 4.126e-07 bohr^2
norm loss at k = 0.05 /bohr: 1.033e-09
predicted norm loss k^2 |g|^2: 1.031e-09
matrix sum F: 1.000033
F - 1: 3.262e-05; from deviation formula: 3.262e-05
sum, generator without one-centre part: 0.54915
sum, smooth function multiplied by x: 0.98945
kick k: 0.0010 /bohr; time step: 0.010 a.u.
total time: 200.0 a.u.; window width: 0.025 hartree
norm drift in propagation: 2.8e-12
initial velocity divided by k: 0.99977 a.u.
first line, PAW: 1.91546 hartree = 52.122 eV
first-line strength, all-electron: 0.58419
first-line strength, PAW states: 0.58419
first-line strength, propagated: 0.58416
largest spectrum error / highest peak: 2.69e-03
ionization threshold: 2.3552 hartree
strength below 10 hartree, propagated: 0.99294
strength below 100 hartree, propagated: 0.99990
all-electron sum of strengths: 1.000000
all tests passed
```
